# Superexchange through one halide p orbital in a straight bridge, part 2

Two metal ions, 1 and 2, each with one d hole, are joined by a straight bridge through a halide with one active p orbital. We seek the coupling of their spins. Holes are counted, with $H=H_0+V$. Moving a hole from a metal to the halide costs $\Delta$; two holes in one metal or halide orbital repel by $U_d$ or $U_p$. $V$ transfers holes between metal $i$ and the halide with real integral $t_i$; in the straight symmetric bridge $t_1=t$, $t_2=-t$. Energies are measured from the state with one hole per metal.

In $|ab\rangle$ the first hole is in orbital $a$ and the second in $b$. The singlet $S_{ab}$ and triplet $T_{ab}$ are its normalized even and odd combinations; $D_a$ is the singlet with both holes in $a$. $D_1$ and $D_2$ cost $U_d$, and $D_p$ costs $2\Delta+U_p$. Part (b) found

$$V|S_{12}\rangle=t_2|S_{1p}\rangle+t_1|S_{2p}\rangle,$$

$$V|T_{12}\rangle=t_2|T_{1p}\rangle-t_1|T_{2p}\rangle .$$

$$V|S_{1p}\rangle=\sqrt2\,t_1|D_p\rangle+\sqrt2\,t_1|D_1\rangle+t_2|S_{12}\rangle,$$

$$V|S_{2p}\rangle=\sqrt2\,t_2|D_p\rangle+\sqrt2\,t_2|D_2\rangle+t_1|S_{12}\rangle .$$

With $J=E_T-E_S$, positive for antiferromagnetic coupling, fourth order in the transfer gives

$$J_4=J_{\rm metal}+J_{\rm halide},\qquad J_{\rm metal}=\frac{4t^4}{\Delta^2U_d},\qquad J_{\rm halide}=\frac{8t^4}{\Delta^2(2\Delta+U_p)},$$

The terms come from middle states with two holes on a metal and on the halide, respectively. They are equal at

$$\Delta=U_d-\frac{U_p}{2}.$$

The metal term can be read as a singlet energy change $-4b^2/U_d$, due to an effective transfer between the metals,

$$b=-\frac{t_1t_2}{\Delta},$$

In part (e), the two orders of transfer into $D_p$ had equal amplitudes, which add before squaring; this interference doubles the halide term. Both spins also share a second-order shift $-(t_1^2+t_2^2)/\Delta$ and a positive fourth-order shift $(t_1^2+t_2^2)^2/\Delta^3$, which cancel in $J$.

### (g) What are the numbers for a fluoride bridge?

Take $t=1.10$ eV, $\Delta=7.00$ eV, $U_d=8.00$ eV and $U_p=5.00$ eV. These are round values assumed for illustration, not fitted or measured ones. The case in mind is a straight Cu(II)–F–Cu(II) bridge such as those in the chains of KCuF$_3$.

**Solution.** The middle state with two halide holes costs $2(7.00)+5.00=19.00$ eV. The common prefactor is

$$\frac{4t^4}{\Delta^2}=\frac{4(1.10)^4}{(7.00)^2}\ {\rm eV^2}=0.1195\ {\rm eV^2}.$$

Hence

$$J_{\rm metal}=\frac{0.1195}{8.00}\ {\rm eV}=14.94\ {\rm meV},\qquad J_{\rm halide}=\frac{2(0.1195)}{19.00}\ {\rm eV}=12.58\ {\rm meV}.$$

The sum is $J_4=27.52$ meV, or $J_4/k_B=319$ K. The ratio of halide to metal term is $2(8.00)/19.00=0.84$. Neither term may be dropped, although the state with two halide holes lies more than twice as high as the state with two holes on a metal. The interference found in part (e) makes up for most of the higher cost.

The splitting is small beside the common second-order shift. At second order both spins are lowered by $2t^2/\Delta=0.346$ eV, and at fourth order both are raised by $4t^4/\Delta^3=17.07$ meV. Both shifts drop out of $J$.

### (h) How accurate is fourth order?

Solve the symmetric three-orbital model without expanding in $t$, and compare.

**Solution.** In the triplet, $T_{12}$ couples to one normalized combination of $T_{1p}$ and $T_{2p}$ with strength $\sqrt{t^2+t^2}=\sqrt2\,t$. The lower root of the resulting two-state problem is

$$E_T=\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+2t^2}.$$

In the singlet, $S_{12}$ likewise couples with strength $\sqrt2\,t$ to

$$|B\rangle=\frac{|S_{2p}\rangle-|S_{1p}\rangle}{\sqrt2}.$$

By part (b), with $t_1=t$ and $t_2=-t$,

$$V|B\rangle=\sqrt2\,t|S_{12}\rangle-2t|D_p\rangle-t|D_1\rangle-t|D_2\rangle .$$

Acting on $D_p$, $V$ returns $-2t|B\rangle$. The combination $(D_1+D_2)/\sqrt2$ couples to $B$ with strength $-\sqrt2\,t$. These four states are closed under $H$. Writing $P=2\Delta+U_p$ and eliminating the amplitudes of $D_p$, of the metal pair state and of $B$ in turn from the eigenvalue equation gives

$$E_S=\frac{2t^2}{E_S-\Delta-\dfrac{4t^2}{E_S-P}-\dfrac{2t^2}{E_S-U_d}} .$$

For the example, $E_T=-0.33014$ eV, and repeated insertion, starting from $-2t^2/\Delta$, converges to $E_S=-0.35508$ eV. The difference is $J=24.94$ meV, or 289 K, as also found by diagonalizing the full two-hole matrix. Fourth order is too large by 10.4 % of this value.

The next order explains the sign and size of the error. Put $x=t^2$, $y=-E$, and

$$G=\frac4P+\frac2{U_d},\qquad G_2=\frac4{P^2}+\frac2{U_d^2}.$$

Expanding the two inner fractions to first order in $y$ turns the singlet equation into

$$y=\frac{2x}{\Delta+y-Gx+G_2xy}.$$

The triplet obeys the same equation with $G=G_2=0$. Expanding the denominator, the first two terms of $y$ are

$$y_1=\frac{2x}\Delta,\qquad y_2=\frac{2x^2}{\Delta^2}\left(G-\frac2\Delta\right),$$

and the third is

$$y_3=-\frac{2x}{\Delta^2}\left(y_2+G_2xy_1\right)+\frac{2x}{\Delta^3}\left(y_1-Gx\right)^2 .$$

Since $J=y_S-y_T$, subtracting the triplet values gives $J_4=2x^2G/\Delta^2$, as before, and

$$J_6=t^6\left[-\frac{12G}{\Delta^4}+\frac{2G^2-4G_2}{\Delta^3}\right].$$

With $G=0.4605$ eV$^{-1}$ and $G_2=0.0423$ eV$^{-2}$, this is $-2.8$ meV. It brings the sum to 24.8 meV, close to the full 24.94 meV. The term $G^2$ contains a product of $1/U_d$ and $1/P$. The clean division into a metal part and a halide part therefore belongs to fourth order and is lost at sixth.

Lowering $\Delta$ at fixed $t$, $U_d$ and $U_p$ shows where the expansion fails:

| $\Delta$ (eV) | $J_4$ (meV) | full $J$ (meV) | halide share of $J_4$ |
|---|---|---|---|
| 7.0 | 27.52 | 24.94 | 45.7 % |
| 5.0 | 60.52 | 49.70 | 51.6 % |
| 3.0 | 199.65 | 120.78 | 59.3 % |

The terms are equal at $\Delta=5.50$ eV, between the first two rows. At 3.0 eV fourth order exceeds the full result by about 65 %. The table is not a series of real halides. Replacing fluoride by chloride or bromide changes the transfer, the distances and $U_p$ as well as $\Delta$.

### (i) What do the neglected interactions do?

Estimate the effect of each on the example. The strengths below are rough assumptions. Changes called "full" come from diagonalizing the enlarged model and are relative to 24.94 meV.

**Solution.** *Repulsion between sites.* Let holes on neighbouring metal and halide sites repel by $V_{pd}=1.00$ eV, and holes on the two metals by $V_{dd}=0.50$ eV. If $\varepsilon$ is the bare halide level, the transfer cost is $\Delta=\varepsilon+V_{pd}-V_{dd}$. Measured from the starting state, $D_1$ costs $U_d-V_{dd}$, and $D_p$ costs

$$2\varepsilon+U_p-V_{dd}=2\Delta+U_p-2V_{pd}+V_{dd}.$$

At fixed $\Delta$ these costs are 7.5 and 17.5 eV. Fourth order then rises by 2.1 meV; the full change is $+1.96$ meV.

*Metal–halide exchange.* An exchange integral $K$ between the d and p orbitals turns $|1p\rangle$ into $K|p1\rangle$. It raises $S_{1p}$ to $\Delta+K$ and lowers $T_{1p}$ to $\Delta-K$. The second-order energies no longer cancel:

$$\delta J=-\frac{2t^2}{\Delta-K}+\frac{2t^2}{\Delta+K}=-\frac{4t^2K}{\Delta^2-K^2}.$$

For $K=0.050$ eV this is $-4.9$ meV; the full change is $-4.77$ meV. The same integral also moves a pair of holes between the d and p orbitals, $|11\rangle\to K|pp\rangle$ and back. This does not enter at second order, but the full model includes it. A small integral matters because it acts two orders earlier than superexchange. In the full model $J$ reaches zero at $K=0.263$ eV.

*Direct transfer between the metals.* Let its integral be $\tau$. It adds to $b=+t^2/\Delta$ in the metal term, which changes $4b^2/U_d$ by $8b\tau/U_d$ to first order. It also allows the path $S_{12}\to S_{1p}\to S_{2p}\to S_{12}$ and its reverse, with third-order energy $2t_1t_2\tau/\Delta^2=-2t^2\tau/\Delta^2$. In the triplet the minus sign of part (b) reverses this energy. Together,

$$\delta J=\frac{8t^2\tau}{\Delta U_d}+\frac{4t^2\tau}{\Delta^2}.$$

For $\tau=\pm0.020$ eV this is $\pm5.4$ meV. The full changes are $+5.27$ and $-4.88$ meV.

*The fluoride 2s orbital.* Give it the same transfer strength, 1.10 eV, and a hole cost $\Delta_s=27.0$ eV. Being even, it couples to both metals with the same sign. Its passage between the metals therefore opposes that of the p orbital, and the metal term is multiplied by

$$\left(1-\frac{\Delta}{\Delta_s}\right)^2=\left(1-\frac{7}{27}\right)^2=0.55,$$

a loss of 6.7 meV. In addition, one hole may enter p and the other s. Summing both orders of transfer gives the factor $g=1/\Delta+1/\Delta_s$. In the singlet the two assignments of holes to orbitals have amplitudes proportional to $t_1+t_2=0$. In the triplet they are proportional to $t_1-t_2=2t$. With a repulsion $U_p$ between the p and s holes, the triplet is lowered by

$$\frac{4t^4g^2}{\Delta+\Delta_s+U_p}=4.9\ {\rm meV}.$$

Two holes in s, with the same repulsion, lower the singlet by 0.3 meV. The sum is $-11.3$ meV, and the full change is $-10.75$ meV. With the strengths assumed here this is the largest correction in the list, but the ranking depends on them: a 2s transfer of 0.7 eV gives only $-4.7$ meV, and an exchange integral $K=0.113$ eV would lower $J$ as much as the 2s orbital does.

*The second $e_g$ orbital.* The hole orbital of type $x^2-z^2$, for a bridge along $z$, contains $3z^2-r^2$ with weight amplitude $\sqrt3/2$; its partner contains it with amplitude $1/2$. The partner's transfer is thus smaller by $1/\sqrt3=0.577$. Let a hole in it cost 1.00 eV more, and let the Hund exchange be 1.00 eV, with the repulsion between holes in different d orbitals reduced to 6 eV. The full change is $+4.43$ meV.

The increase has a simple estimate. Through the halide, the partner is mixed into the hole orbital with amplitude $0.577(t^2/\Delta)/(1.00\ {\rm eV})=0.10$. This raises the transfer by about 5 % after normalization, and $J\propto t^4$ by about 23 %, or 5.7 meV when applied to the full 24.94 meV. Against this, two holes in different orbitals of one metal cost the repulsion plus the level difference, lowered or raised by the Hund exchange: $6+1-1=6$ eV in the triplet and $6+1+1=8$ eV in the singlet. This favours the triplet by

$$2(0.0998\ {\rm eV})^2\left(\frac1{6\ {\rm eV}}-\frac1{8\ {\rm eV}}\right)=0.8\ {\rm meV}.$$

The Hund integral also moves a pair of holes between the two d orbitals of a metal, which lowers $D_1$ and $D_2$ slightly and reduces this fourth-order preference to 0.64 meV. The balance, about $+5$ meV, has the sign and approximate size of the full result. The increase belongs to a metal with a single ligand. The hole orbital is odd under exchange of $x$ and $z$ and its partner is even, so mixing through ligands on the $x$ axis cancels mixing through ligands on the $z$ axis. With four fluorides of equal transfer around each metal, the mixing nearly vanishes and the change due to the second $e_g$ orbital is $-0.5$ meV instead of $+4.43$ meV.

With all these effects except direct transfer, whose sign is left open here, the full value is 13.73 meV. Adding the separate changes to 24.94 meV would give 15.8 meV, so they are not simply additive.

### (j) What may be concluded about a real bridge?

Set the result beside KCuF$_3$, and find the effect of room temperature on an isolated pair.

**Solution.** The chains of KCuF$_3$ have straight fluoride bridges and one hole per copper, as the model requires, and their coupling is antiferromagnetic with a rough size of a few tens of meV. The computed 25 meV has that size, but this is weak evidence for the parameters: since $J_4\propto t^4$, a 10 % increase in $t$ alone raises $J_4$ by 46 %, and the full $J$ by 43.5 %. The model also gives each copper one fluoride, while the hole orbital in the crystal points at four. Adding the other three to each metal, with the same $t$, $\Delta$ and $U_p$, lowers the full $J$ to 20.6 meV, and fourth order is then too large by 33 % rather than 10.4 %. Among the corrections estimated in part (i), the largest for the strengths assumed there concerns the assumption that one halide orbital suffices; a larger metal–halide exchange or a weaker 2s transfer would change this order. Including 2s with the assumed strength takes the model from 25 to 14 meV. If a single-p model is fitted to data, its $t$ and $\Delta$ must therefore be read as effective parameters that absorb such effects.

At 300 K, $k_BT=25.85$ meV is close to the full $J$. An isolated pair has three triplet states and one singlet, so its triplet population is

$$\frac{3}{3+e^{J/k_BT}}=\frac{3}{3+e^{24.94/25.85}}=53.3\ \%.$$

The singlet is the ground state, yet the pair is found in the triplet slightly more often than not, because of the threefold degeneracy. This population applies to a separate bridged pair. In a chain every metal belongs to two bridges, and the levels of one pair no longer describe the whole. The values used here are collected in the numerical output.

## Values computed for the example and the checks

```
transfer integral t = 1.10 eV
charge-transfer cost Delta = 7.00 eV
metal repulsion Ud = 8.00 eV
halide repulsion Up = 5.00 eV
two-hole halide cost 2 Delta + Up = 19.00 eV
t/Delta = 0.1571 (no unit)
second-order shift, both spins = -0.3457 eV
fourth-order common part, both spins = 17.07 meV
amplitude sum to pp, route 1 = -0.2445 eV
amplitude sum to pp, route 2 = -0.2445 eV
metal-to-metal part of J = 14.94 meV
two-hole halide part of J = 12.58 meV
halide part / metal part = 0.8421 (no unit)
J, fourth order = 27.52 meV
J/kB, fourth order = 319 K
J, full diagonalization = 24.94 meV
J/kB, full diagonalization = 289 K
fourth-order excess over full J = 10.4 %
singlet weight outside one hole per metal = 5.18 %
Delta for equal parts = 5.50 eV
Delta 7.0 eV: J4 27.52 meV, full J 24.94 meV, halide share 45.7 %
Delta 5.0 eV: J4 60.52 meV, full J 49.70 meV, halide share 51.6 %
Delta 3.0 eV: J4 199.65 meV, full J 120.78 meV, halide share 59.3 %
assumed Vpd = 1.00 eV, Vdd = 0.50 eV
assumed exchange K = 0.050 eV
assumed direct transfer size = 0.020 eV
assumed 2s hole cost = 27.0 eV, 2s transfer = 1.10 eV
assumed second e_g cost = 1.00 eV, Hund coupling = 1.00 eV
second e_g transfer / first = 0.5774 (no unit)
J with intersite repulsion = 26.89 meV (change +1.96 meV)
J with metal-halide exchange = 20.17 meV (change -4.77 meV)
J with direct d-d transfer, plus sign = 30.20 meV (change +5.27 meV)
J with direct d-d transfer, minus sign = 20.06 meV (change -4.88 meV)
J with fluoride 2s orbital = 14.18 meV (change -10.75 meV)
J with second e_g orbital and Hund coupling = 29.37 meV (change +4.43 meV)
J with all but direct d-d transfer = 13.73 meV
exchange K that cancels J = 0.263 eV
temperature = 300 K, kB T = 25.85 meV
triplet population of isolated pair = 53.3 %
```
